# Interaction of Two Ions on the Midplane Between Grounded Metal Plates

Q: You say that two ions in a narrow metal slit hardly feel each other once they are a few slit widths apart. There is no electrolyte between them. What is there to screen anything?

A: The plates. An ion draws charge of the opposite sign onto the metal, and a distant ion feels both. To see how well they cancel, take plates at $z=0$ and $z=L$, both ideal conductors at zero potential and unbounded laterally. A uniform dielectric of relative permittivity $\varepsilon$ fills the slit. Point ions $q_1$ and $q_2$ sit at $z=L/2$, a lateral distance $r$ apart, with no other mobile charge present. I use SI units.

Q: Before any solving, which energy do you mean? With induced charges I never know whether a factor 1/2 belongs there.

A: I mean the work needed to bring ion 2 from far away to distance $r$ along the midplane. Two fields act on it. One comes from ion 1 together with the charge that ion 1 induces; call its potential $\phi_1$. The other comes from the charge that ion 2 itself induces. That charge is symmetric about the vertical axis through ion 2, so it exerts no lateral force. The plates stay at zero potential, so charge flowing to them from ground costs no work. If $\phi_1$ vanishes far away, as the solution will show, the work is

$$u(r)=q_2\,\phi_1(r,z=L/2).$$

The factor 1/2 belongs to the energy of an ion with its own induced charge, because that potential grows in proportion to the ion's charge as the ion is charged up. This self-energy does not depend on $r$ and drops out of $u$.

Q: Then find $\phi_1$, and do not hide the normalization.

A: With ion 1 at height $z_1$ on the axis $r=0$, Poisson's equation is

$$\nabla^2\phi_1=-\frac{q_1}{\varepsilon_0\varepsilon}\,\delta^2(\mathbf r)\,\delta(z-z_1),\qquad \phi_1=0\ \text{at}\ z=0,L.$$

The functions $\sin k_nz$ with $k_n=n\pi/L$, $n=1,2,\dots$, vanish on both plates and form a complete set there. Write $\phi_1=\sum_n g_n(r)\sin k_nz$, multiply the equation by $(2/L)\sin k_nz$ and integrate over $z$. Two integrations by parts turn $\partial_z^2$ into $-k_n^2$; the boundary terms vanish because $\phi_1$ and the sine are both zero on the plates. Hence

$$g_n''+\frac{g_n'}{r}-k_n^2g_n=-\frac{2q_1}{\varepsilon_0\varepsilon L}\sin(k_nz_1)\,\delta^2(\mathbf r).$$

Away from the axis this is the modified Bessel equation of order zero. Its solution that decays is $g_n=A_nK_0(k_nr)$, where

$$K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt .$$

To confirm that this solves the equation, insert it:

$$K_0''+\frac{K_0'}{x}-K_0=\int_0^\infty\Big(\sinh^2t-\frac{\cosh t}{x}\Big)e^{-x\cosh t}dt=-\frac1x\Big[\sinh t\,e^{-x\cosh t}\Big]_0^\infty=0 .$$

For $A_n$ we need the behaviour near the axis. With $v=x\sinh t$,

$$xK_0'(x)=-\int_0^\infty x\cosh t\,e^{-x\cosh t}dt=-\int_0^\infty e^{-\sqrt{x^2+v^2}}dv\ \to\ -1\quad(x\to0).$$

So $rg_n'\to-A_n$. Integrate the radial equation over a small disc of radius $a$. The derivative terms give $2\pi a\,g_n'(a)\to-2\pi A_n$, while the term with $k_n^2$ vanishes with the disc, since $g_n$ diverges only logarithmically. The right side gives its coefficient, and therefore

$$A_n=\frac{q_1}{\pi\varepsilon_0\varepsilon L}\sin(k_nz_1),\qquad \phi_1=\frac{q_1}{\pi\varepsilon_0\varepsilon L}\sum_{n=1}^\infty\sin(k_nz_1)\sin(k_nz)K_0(k_nr).$$

On the midplane the two sines give $\sin^2(n\pi/2)$, which is 1 for odd $n$ and 0 for even $n$. With $C=q_1q_2/(4\pi\varepsilon_0\varepsilon)$ the interaction is

$$u(r)=\frac{4C}{L}\sum_{n\ \mathrm{odd}}K_0\!\left(\frac{n\pi r}{L}\right).$$

Q: That is an infinite sum. Many short-ranged terms can add up to something long-ranged; yours must do so at small $r$, or Coulomb's law is lost. Why should the first term win at large $r$?

A: Because each term can be bounded. Put $\cosh t=1+s$ in the integral for $K_0$, so that $ds=\sinh t\,dt=\sqrt{s(2+s)}\,dt$:

$$K_0(x)=e^{-x}\int_0^\infty\frac{e^{-xs}}{\sqrt{2s}}\Big(1+\frac s2\Big)^{-1/2}ds .$$

The last factor is at most 1. It is also a convex function of $s$, so it lies above its tangent at $s=0$, which is $1-s/4$. The integrals required are $\int_0^\infty s^{-1/2}e^{-xs}ds=\sqrt{\pi/x}$ and $\int_0^\infty s^{1/2}e^{-xs}ds=\sqrt{\pi/x}\,/(2x)$. Thus

$$\sqrt{\frac{\pi}{2x}}\,e^{-x}\Big(1-\frac1{8x}\Big)<K_0(x)<\sqrt{\frac{\pi}{2x}}\,e^{-x}.$$

Now set $x=\pi r/L$, for which $\sqrt{\pi/2x}=\sqrt{L/2r}$. The upper bound on the $n=1$ term defines a far-field law,

$$u_{\rm far}(r)=\frac{4C}{L}\sqrt{\frac{L}{2r}}\,e^{-\pi r/L}=2C\sqrt{\frac{2}{Lr}}\;e^{-\pi r/L}.$$

All terms of the sum have the same sign, so the first one alone gives a lower bound on $u/u_{\rm far}$. For the upper bound, the $n$th term contributes at most $n^{-1/2}e^{-(n-1)x}$ relative to $u_{\rm far}$. Replacing $n^{-1/2}$ by $3^{-1/2}$ for $n\ge3$ leaves a geometric series in $e^{-2x}$:

$$1-\frac1{8x}<\frac{u}{u_{\rm far}}<1+\frac{1}{\sqrt3}\,\frac{e^{-2x}}{1-e^{-2x}} .$$

Both sides tend to 1. Taking logarithms, $-\ln|u|/r\to\pi/L$, because the prefactor adds only terms of order $(\ln r)/r$. The screening length is the inverse of this rate:

$$\ell=\frac L\pi .$$

Q: In my work a screened interaction is $e^{-r/\ell}/r$. Yours has $1/\sqrt r$. Is "screening length" still a fair name?

A: It is fair for the exponential factor, but the law is not a Yukawa law. The square root appears because each mode spreads in two lateral dimensions instead of three. It matters when data are fitted. Differentiating the far-field law gives

$$-\frac{d\ln|u|}{dr}\simeq\frac\pi L+\frac1{2r},$$

whereas a Yukawa law gives $1/\ell_Y+1/r$. Equating the two slopes at a distance $r$ yields $1/\ell_Y=\pi/L-1/(2r)$, so the fitted length comes out too long and drifts with distance. For example, with $L=1.3$ nm and $r=5.2$ nm, numerical differentiation of the interaction gives a slope of 2.511 nm$^{-1}$. Subtracting $1/(2r)=0.096$ nm$^{-1}$ leaves 2.415 nm$^{-1}$, against $\pi/L=2.417$ nm$^{-1}$.

Q: You still owe me Coulomb's law at short range.

A: For that it is better to write the same potential as a sum over images. Put charges $(-1)^mq_1$ at heights $L/2+mL$ for all integers $m$. Reflection in $z=0$ sends $m$ to $-m-1$, and reflection in $z=L$ sends $m$ to $1-m$. Each reflection maps the array onto itself with all signs reversed, so the potential is zero on both planes. Inside the slit the only source is the real ion, $m=0$.

Upward and downward from the ion, the contributions alternate in sign and shrink in size. Each half-series is therefore bounded by its first term, and the potential vanishes far away. The difference between this potential and the mode sum has no source, is zero on the plates and vanishes at large $r$. By the maximum principle it is zero everywhere. On the midplane, then,

$$u(r)=C\left[\frac1r+2\sum_{m=1}^\infty\frac{(-1)^m}{\sqrt{r^2+m^2L^2}}\right].$$

For $r\ll L$ expand $1/\sqrt{r^2+m^2L^2}=1/(mL)-r^2/(2m^3L^3)+\dots$ and use $\sum(-1)^m/m=-\ln2$ and $\sum(-1)^m/m^3=-\tfrac34\zeta(3)$:

$$u(r)=C\left[\frac1r-\frac{2\ln2}{L}+\frac{3\zeta(3)}{4}\frac{r^2}{L^3}+\dots\right].$$

Coulomb's law returns, lowered by a constant. The same constant gives the self-energy of an ion $q$ on the midplane. Its induced charge produces the potential $-2q\ln2/(4\pi\varepsilon_0\varepsilon L)$ at the ion, and the factor 1/2 now applies:

$$E_{\rm self}=-\frac{q^2\ln2}{4\pi\varepsilon_0\varepsilon L}.$$

Q: The mathematics is clear, but where is the compensating charge? If it spread widely over the plates, I would not expect an exponential.

A: It stays close. On the lower plate the surface charge density is $\sigma=-\varepsilon_0\varepsilon\,\partial_z\phi_1$ at $z=0$. With $\sin(n\pi/2)=(-1)^{(n-1)/2}$ for odd $n$,

$$\sigma(r)=-\frac{q_1}{\pi L}\sum_{n\ \mathrm{odd}}(-1)^{(n-1)/2}k_nK_0(k_nr).$$

The charge beyond radius $R$ follows from $\int_R^\infty2\pi rK_0(kr)\,dr=2\pi RK_1(kR)/k$, where $K_1=-K_0'$:

$$Q_{>R}=-\frac{2q_1R}{L}\sum_{n\ \mathrm{odd}}(-1)^{(n-1)/2}K_1\!\left(\frac{n\pi R}{L}\right).$$

As $R\to0$, $K_1(x)\to1/x$, and the sum becomes $-(2q_1/\pi)(1-\tfrac13+\tfrac15-\dots)=-q_1/2$. Each plate carries half of the compensating charge. For $L=1$ nm, the two plates together hold 51% of it within 0.5 nm of the axis, 86% within 1 nm and 99% within 2 nm.

The rate itself comes from Laplace's equation. A potential that is zero on both plates must bend across the slit, and lateral decay has to balance that bending. The gentlest bend is $\sin(\pi z/L)$, which decays at the rate $\pi/L$. If the walls instead forced the normal field to vanish, the modes would be cosines, and a constant across the slit would be allowed. Its radial equation, $g''+g'/r=0$, has the solution $\ln r$ and no exponential decay at all. So confinement alone does not screen; the condition of fixed potential does.

Q: Then neither temperature nor permittivity enters $\ell$?

A: Not in this model. A uniform $\varepsilon$ changes the strength $C$ and leaves the length alone, and temperature appears nowhere. This is different from Debye screening, which needs mobile ions. A common voltage on both plates would add $qV$ to the energy of each ion, which also does not depend on $r$.

Q: Give me a case with numbers.

A: Take monovalent ions of an ionic liquid in a slit pore of a carbon supercapacitor, with rough values: $L=1.0$ nm, ion diameter 0.7 nm, $\varepsilon=2$ for the electronic polarization of the filling, and 300 K. For like ions $C=0.720$ eV nm, and $kT=0.0259$ eV. The screening length is $1.0/\pi=0.318$ nm, or 6.02 bohr.

At contact, $r=0.7$ nm, we have $x=0.7\pi=2.20$, and the far-field law gives

$$u_{\rm far}=0.720\times\frac{2\sqrt2}{\sqrt{1.0\times0.7}}\times e^{-2.20}\ \text{eV}=0.270\ \text{eV}.$$

The full sum and the unscreened energy $C/r$ compare as follows.

| $r$ (nm) | $C/r$ (eV) | $u$ (eV) | $u_{\rm far}$ (eV) |
|---|---|---|---|
| 0.7 | 1.03 | 0.259 | 0.270 |
| 1.0 | 0.720 | 0.0851 | 0.0880 |
| 2.0 | 0.360 | 0.00264 | 0.00269 |
| 3.0 | 0.240 | 0.0000937 | 0.0000949 |

The plates reduce the contact repulsion from 40 $kT$ to 10 $kT$, and $u$ falls to $kT$ at 1.34 nm. Even at contact the far-field law is only 4% above the full sum. The $n=3$ mode is 0.7% of the first one there and would raise $u$, so the excess comes from replacing $K_0$ by its leading form. Unlike ions have the same energies with a minus sign.

Q: Carbon is a poor metal. Its surface does not hold the potential at zero.

A: Then the field enters the plates, and the decay slows down. Describe each plate as a half-space, much thicker than its Thomas-Fermi length $\lambda$, with a background permittivity $\varepsilon_m$, so that $\nabla^2\phi=\phi/\lambda^2$ inside it. Seek a mode $f(z)K_0(\kappa r)$, whose lateral Laplacian gives $+\kappa^2$. In the slit $f''=-\kappa^2f$, with the even solution $\cos\kappa(z-L/2)$. In the metal $f''=p^2f$ with $p^2=1/\lambda^2-\kappa^2$, so $f$ decays as $e^{-pz}$ into the upper plate. Continuity of $f$ and of $\varepsilon f'$ at the surface requires

$$\varepsilon\kappa\tan\frac{\kappa L}2=\varepsilon_m\sqrt{\frac1{\lambda^2}-\kappa^2}.$$

For small $\lambda$ write $\kappa=\pi/L-\delta$. Then $\tan(\kappa L/2)=\cot(\delta L/2)\simeq2/(\delta L)$, and the condition gives $\delta\simeq2\pi\varepsilon\lambda/(\varepsilon_mL^2)$. To first order,

$$\frac1\kappa\simeq\frac1\pi\left(L+\frac{2\varepsilon\lambda}{\varepsilon_m}\right).$$

The slit acts as if it were wider. With the rough values $\lambda=0.1$ nm and $\varepsilon_m=2.5$ the added width is 0.16 nm. Solving the full condition numerically gives $1/\kappa=0.370$ nm, which is 16% above $L/\pi$. This $\lambda$ is a favourable value for carbon. With $\lambda^2=\varepsilon_0\varepsilon_m/(e^2D)$ it needs a density of states $D$ of about 14 per nm$^3$ and eV, which a tight-binding stack of graphene layers reaches only with the Fermi level about 2 eV from the neutral point. For shifts of 1.0, 0.5 and 0.25 eV the same estimate gives $\lambda=0.15$, 0.22 and 0.31 nm, and the full condition gives $1/\kappa=0.40$, 0.44 and 0.50 nm. The energies below are for $\lambda=0.1$ nm.

Q: A 16% change in a length inside an exponential is not small. What happens to the energy?

A: It can be found from lateral waves of wavenumber $q$. The bare term is $1/r=\int_0^\infty J_0(qr)\,dq$. A wave that meets a plate is reflected with a factor $\rho$, and the same matching of $f$ and $\varepsilon f'$ gives

$$\rho=\frac{\varepsilon q-\varepsilon_mp_q}{\varepsilon q+\varepsilon_mp_q},\qquad p_q=\sqrt{q^2+1/\lambda^2}.$$

Each return to the midplane costs a factor $w=\rho e^{-qL}$, and waves start both up and down. Summing $2(w+w^2+\dots)$ yields

$$u(r)=C\left[\frac1r+\int_0^\infty J_0(qr)\frac{2w}{1-w}\,dq\right].$$

Numerical integration gives 0.326 eV at contact instead of 0.259 eV, and 0.0059 eV at 2 nm instead of 0.0026 eV. The contact energy rises by a quarter, while the small tail more than doubles.

Q: And if the filling polarizes differently along and across the slit?

A: Laplace's equation becomes $\varepsilon_\parallel\nabla_\parallel^2\phi+\varepsilon_\perp\partial_z^2\phi=0$. For the lowest mode this reads $\varepsilon_\parallel\kappa^2=\varepsilon_\perp\pi^2/L^2$, so

$$\frac1\kappa=\frac L\pi\sqrt{\frac{\varepsilon_\parallel}{\varepsilon_\perp}} .$$

With assumed values 2.2 along and 1.8 across, and ideal plates again, the length is 0.352 nm, 11% longer. Only the ratio matters for the length.

Q: Why should the ions stay on the midplane? Their own images pull them toward the walls.

A: They do, and in this example nothing in the model holds the ions in the middle. A hard sphere of diameter 0.7 nm can move by $d=(1.0-0.7)/2=0.15$ nm before it touches a plate. Between ideal plates, summing its images at that height gives a self-energy 0.075 eV, or 2.9 $kT$, below the midplane value of $-0.499$ eV. A midplane arrangement therefore needs a tighter slit or short-range forces from the walls.

The decay rate survives the displacement, because the $n=1$ mode is still present. Its weight becomes $\sin^2(\pi z/L)=\cos^2(\pi d/L)=0.79$. At a fixed lateral distance of 1.0 nm and $d=0.15$ nm, the energy falls from 0.085 eV to 0.069 eV for ions on the same side, and to 0.066 eV for ions on opposite sides. The even modes now contribute. They are odd about the midplane, so they add to the energy in the first case and subtract in the second.

Q: My main objection remains. A working pore is full of ions, and you have put in two.

A: That is a serious gap between $u(r)$ and the effective interaction in a filled pore. As a first estimate, place a neutral mixture of monovalent ions on the midplane with total number $n_s$ per area, and let it respond linearly as an ideal gas. A potential $\phi$ then induces the charge density $-(n_se^2/kT)\phi$ on the sheet. Gauss's law gives a jump in slope,

$$f'(L/2^+)-f'(L/2^-)=4\pi n_sl_B\,f(L/2),\qquad l_B=\frac{e^2}{4\pi\varepsilon_0\varepsilon kT}.$$

Below the sheet $f=\sin\kappa z$, and above it the mirror image, so

$$-2\kappa\cos\frac{\kappa L}2=4\pi n_sl_B\sin\frac{\kappa L}2 .$$

For $n_s\to0$ the cosine must vanish, and $\kappa=\pi/L$ returns. For $n_s\to\infty$ the sine must vanish, and $\kappa=2\pi/L$: the sheet pins its own potential to zero and divides the slit into two of half the width. Within linear ideal response the length thus lies between $L/2\pi$ and $L/\pi$.

Here $l_B=27.9$ nm, which is very large. At 0.001 ions per nm$^2$, an almost empty pore, the length is 0.308 nm. At 1 ion per nm$^2$ it is 0.161 nm, close to the limit of 0.159 nm. Neither number is a prediction for these ions. At contact they interact with 10 $kT$, so their response is neither ideal nor linear: unlike ions can pair even in a dilute layer, and for a dense layer this estimate does not settle even the direction of the change. For a filled pore, $u(r)$ is better used as the pair energy in a statistical calculation that treats all the ions explicitly. Screening by those ions must then not be inserted a second time.

Q: So what may I carry over to a real supercapacitor?

A: A scale and its trend. Carbon electrodes with pores near 1 nm and ions somewhat smaller than the pore are a real class of device; the values chosen here are rough and serve as an illustration. The model then gives a pair interaction that fades over about 0.3 to 0.4 nm when field penetration and anisotropy are considered one at a time and $\lambda$ is at most about 0.15 nm. For less strongly charged graphitic walls, with $\lambda$ of 0.2 to 0.3 nm, the length is nearer 0.4 to 0.5 nm, and it is longer still near neutrality. Walls not much thicker than $\lambda$ also let the field through: for a wall 0.335 nm thick with vacuum behind it and $\lambda=0.25$ nm, the energy at 2 nm is 0.017 eV instead of 0.014 eV, and the far tail decays more slowly than the exponential. Real pores are also rough, curved and finite, and their electrostatic width is not sharply defined. For ideal plates $\ell$ is proportional to $L$, so an error of 10% in that width is an error of 10% in $\ell$; for $\lambda\ll L$ field penetration adds a nearly fixed width and makes the relative error smaller, about 8.5% for $\lambda=0.1$ nm. For a filling with fixed permittivities, a narrower pore shortens the range of this pair interaction, provided that the walls still conduct well and $\lambda$ stays small compared with $L$. Whether the effective repulsion between like ions in a filled pore follows the same trend is not shown here; that needs the statistical calculation with all the ions.
